**Polarization correlations in the two-photon decay of parapositronium**

The program tests the leading-order amplitude T = −i√2 n·(e1*×e2*) for parapositronium annihilating at rest. Here n is the direction of photon 1, and e1 and e2 are the transverse polarization vectors of the two photons. It builds T from Dirac matrices and spinors and asserts agreement with the triple product for random directions and complex polarizations, as well as zero amplitude for all three triplet states. It also asserts the joint passing probability ½ sin²(φ1−φ2) for linear analyzers at angles φ1 and φ2, the single-photon probability ½, and equal helicities. An average over directions of a relative momentum of 0.5 mc is asserted to keep the same polarization structure. The output shows that two analyzers at 20° never both pass their photons, whereas a random mixture of definite perpendicular polarizations would give 0.125. The entanglement quantity |E(0°,0°)+E(45°,45°)|, where E is the mean product of the ±1 analyzer results, is 2 for parapositronium and 1 for that mixture; sampled product states stay within the bound of 1.

## Numerical check

```python
"""
Result under test: parapositronium at rest decays into two photons with
amplitude T = -i sqrt(2) n.(e1* x e2*), so that linear analyzers at angles
phi1, phi2 both pass their photons with probability sin^2(phi1-phi2)/2.

n      : unit vector along the momentum of photon 1 (photon 2 goes along -n)
e1, e2 : transverse polarization vectors, referred to common axes
T      : sum of both photon orderings between Dirac spinors, coupling constants
         removed, momenta in units of m c, rest spinors of unit norm
spin   : coefficients [electron spin, positron spin] in the basis up, down
"""
import numpy as np
from scipy import constants as const

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
zero2, one2, one4 = np.zeros((2, 2)), np.eye(2), np.eye(4)
gamma0 = np.block([[one2, zero2], [zero2, -one2]]).astype(complex)
gamma = np.array([np.block([[zero2, s], [-s, zero2]]) for s in sigma])


def slash_space(vector):
    """Feynman slash of a four-vector with zero time component."""
    return -np.einsum("i,ijk->jk", vector, gamma)


def electron_spinor(p, chi):
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum("i,ijk->jk", p, sigma) @ chi / np.sqrt(energy + 1)
    return np.concatenate([np.sqrt(energy + 1) * chi, lower]) / np.sqrt(2)


def positron_spinor(p, chi):
    """Charge conjugate of the electron spinor."""
    return 1j * gamma[1] @ electron_spinor(p, chi).conj()


def amplitude(e1, e2, n, spin, p=np.zeros(3), weights=(1, 1)):
    """Electron momentum p, positron momentum -p; weights select orderings."""
    energy = np.sqrt(1 + p @ p)
    operator = np.zeros((4, 4), dtype=complex)
    orderings = ((e1, e2, n), (e2, e1, -n))
    for weight, (first, second, direction) in zip(weights, orderings):
        q = p - energy * direction
        operator += weight * (slash_space(second.conj())
                              @ (slash_space(q) + one4)
                              @ slash_space(first.conj())) / (-(q @ q) - 1)
    total = 0j
    for a in range(2):
        for b in range(2):
            u = electron_spinor(p, one2[a])
            v = positron_spinor(-p, one2[b])
            total += spin[a, b] * (v.conj() @ gamma0 @ operator @ u)
    return total


singlet = np.array([[0, 1], [-1, 0]]) / np.sqrt(2)
triplets = [np.array([[1, 0], [0, 0]]), np.array([[0, 1], [1, 0]]) / np.sqrt(2),
            np.array([[0, 0], [0, 1]])]
x_axis, y_axis, z_axis = np.eye(3)
rng = np.random.default_rng(7)

# Dirac amplitude against the triple product, random directions and
# random complex transverse polarizations; triplet states must give zero.
largest_error = 0.0
largest_triplet = 0.0
for trial in range(40):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    pair = []
    for photon in range(2):
        e = rng.normal(size=3) + 1j * rng.normal(size=3)
        e -= n * (n @ e)
        pair.append(e / np.linalg.norm(e))
    e1, e2 = pair
    formula = -1j * np.sqrt(2) * (n @ np.cross(e1.conj(), e2.conj()))
    largest_error = max(largest_error,
                        abs(amplitude(e1, e2, n, singlet) - formula))
    for state in triplets:
        largest_triplet = max(largest_triplet, abs(amplitude(e1, e2, n, state)))
assert largest_error < 1e-12
assert largest_triplet < 1e-12

# One ordering alone does give a triplet term for parallel polarizations.
one_ordering = abs(amplitude(x_axis, x_axis, z_axis, triplets[1], weights=(1, 0)))
both_orderings = abs(amplitude(x_axis, x_axis, z_axis, triplets[1]))
assert one_ordering > 0.1 and both_orderings < 1e-12

# Isotropic average at finite relative momentum keeps the same structure.
relative_momentum = 0.5
nodes, node_weights = np.polynomial.legendre.leggauss(10)
azimuths = 2 * np.pi * np.arange(8) / 8
averaged = np.zeros((2, 2), dtype=complex)
for cosine, w in zip(nodes, node_weights):
    sine = np.sqrt(1 - cosine**2)
    for az in azimuths:
        p = relative_momentum * np.array([sine * np.cos(az),
                                          sine * np.sin(az), cosine])
        for a, ea in enumerate((x_axis, y_axis)):
            for b, eb in enumerate((x_axis, y_axis)):
                averaged[a, b] += (w / 2 / len(azimuths)
                                   * amplitude(ea, eb, z_axis, singlet, p))
assert abs(averaged[0, 1]) > 0.1
assert abs(averaged[0, 0]) < 1e-10 and abs(averaged[1, 1]) < 1e-10
assert abs(averaged[0, 1] + averaged[1, 0]) < 1e-10

# Normalized two-photon polarization state, built from the Dirac amplitude.
state = np.array([[amplitude(a, b, z_axis, singlet) for b in (x_axis, y_axis)]
                  for a in (x_axis, y_axis)])
norm = np.sum(abs(state)**2)
state = state / np.sqrt(norm)
reduced = state @ state.conj().T
assert np.allclose(reduced, np.eye(2) / 2, atol=1e-12)


def direction(phi):
    return np.array([np.cos(phi), np.sin(phi), 0.0])


def p_positronium(phi1, phi2):
    return abs(amplitude(direction(phi1), direction(phi2), z_axis, singlet))**2 / norm


def p_parallel_state(phi1, phi2):
    """Joint passing probability for the state (xx + yy)/sqrt(2)."""
    coefficients = np.eye(2) / np.sqrt(2)
    return (direction(phi1)[:2] @ coefficients @ direction(phi2)[:2])**2


def p_mixture(phi1, phi2):
    """Definite perpendicular directions, random common orientation."""
    theta = 2 * np.pi * np.arange(360) / 360
    return np.mean(np.cos(phi1 - theta)**2 * np.sin(phi2 - theta)**2)


def single_probability(phi1, phi2):
    return p_positronium(phi1, phi2) + p_positronium(phi1, phi2 + np.pi / 2)


def correlation(probability, phi1, phi2):
    h = np.pi / 2
    return (probability(phi1, phi2) + probability(phi1 + h, phi2 + h)
            - probability(phi1 + h, phi2) - probability(phi1, phi2 + h))


for phi1, phi2 in rng.uniform(0, 2 * np.pi, size=(30, 2)):
    delta = phi1 - phi2
    assert abs(p_positronium(phi1, phi2) - np.sin(delta)**2 / 2) < 1e-12
    assert abs(single_probability(phi1, phi2) - 0.5) < 1e-12
    assert abs(p_mixture(phi1, phi2) - (1 - np.cos(2 * delta) / 2) / 4) < 1e-12
    assert abs(correlation(p_positronium, phi1, phi2) + np.cos(2 * delta)) < 1e-12

# Helicity vectors obey i (direction of flight) x e = helicity * e.
helicity_1 = {h: np.array([1, 1j * h, 0]) / np.sqrt(2) for h in (1, -1)}
helicity_2 = {h: np.array([1, -1j * h, 0]) / np.sqrt(2) for h in (1, -1)}
for h in (1, -1):
    assert np.allclose(1j * np.cross(z_axis, helicity_1[h]), h * helicity_1[h])
    assert np.allclose(1j * np.cross(-z_axis, helicity_2[h]), h * helicity_2[h])
p_helicity = {(a, b): abs(amplitude(helicity_1[a], helicity_2[b],
                                    z_axis, singlet))**2 / norm
              for a in (1, -1) for b in (1, -1)}
assert abs(p_helicity[1, 1] - 0.5) < 1e-12
assert abs(p_helicity[-1, -1] - 0.5) < 1e-12
assert p_helicity[1, -1] < 1e-12 and p_helicity[-1, 1] < 1e-12

# Entanglement test: |E(0,0) + E(45,45)| cannot exceed 1 for product states.


def witness(probability):
    return abs(correlation(probability, 0, 0)
               + correlation(probability, np.pi / 4, np.pi / 4))


def analyzer_means(vectors, phi):
    """Mean outcome (+1 pass, -1 perpendicular) for many polarizations."""
    passed = abs(vectors @ direction(phi)[:2])**2
    blocked = abs(vectors @ direction(phi + np.pi / 2)[:2])**2
    return passed - blocked


samples = rng.normal(size=(2, 20000, 2)) + 1j * rng.normal(size=(2, 20000, 2))
samples /= np.linalg.norm(samples, axis=2, keepdims=True)
product_values = abs(sum(analyzer_means(samples[0], phi)
                         * analyzer_means(samples[1], phi)
                         for phi in (0, np.pi / 4)))
product_maximum = product_values.max()
assert 0.95 < product_maximum <= 1 + 1e-12
witness_ps, witness_mix = witness(p_positronium), witness(p_mixture)
assert abs(witness_ps - 2) < 1e-12
assert abs(witness_mix - 1) < 1e-12

# Worked example.
mass, c, hbar = const.m_e, const.c, const.hbar
wavenumber = mass * c / hbar
photon_energy = hbar * c * wavenumber
print(f"electron mass: {mass:.6e} kg")
print(f"photon energy (leading order): {photon_energy / const.e / 1e3:.3f} keV")
print(f"photon energy (leading order): {photon_energy:.5e} J")
print(f"photon wavenumber: {wavenumber:.5e} 1/m")
print(f"photon wavelength: {2 * np.pi / wavenumber * 1e12:.4f} pm")
print(f"|T| singlet, e1=x, e2=y: {abs(amplitude(x_axis, y_axis, z_axis, singlet)):.4f} (dimensionless)")
print(f"|T| singlet, e1=x, e2=x: {abs(amplitude(x_axis, x_axis, z_axis, singlet)):.4f} (dimensionless)")
print(f"|T| triplet m=0, e1=e2=x, one ordering: {one_ordering:.4f} (dimensionless)")
print(f"|T| triplet m=0, e1=e2=x, both orderings: {both_orderings:.4f} (dimensionless)")
print(f"relative-momentum check at p = {relative_momentum:.1f} m c:")
print(f"  averaged |T|, e1=x, e2=y: {abs(averaged[0, 1]):.4f} (dimensionless)")
print(f"  averaged |T|, e1=x, e2=x: {abs(averaged[0, 0]):.4f} (dimensionless)")
angle_1 = 20.0
phi1 = np.radians(angle_1)
print(f"analyzer 1 angle: {angle_1:.0f} degrees")
print("joint passing probabilities (dimensionless):")
print("angle 2 (deg) | positronium | independent | parallel state | random perp. mixture")
for angle_2 in (20.0, 50.0, 65.0, 110.0):
    phi2 = np.radians(angle_2)
    single_1 = single_probability(phi1, phi2)
    single_2 = p_positronium(phi1, phi2) + p_positronium(phi1 + np.pi / 2, phi2)
    print(f"{angle_2:5.0f} | {p_positronium(phi1, phi2):.4f} | {single_1 * single_2:.4f}"
          f" | {p_parallel_state(phi1, phi2):.4f} | {p_mixture(phi1, phi2):.4f}")
print(f"single-photon passing probability: {single_probability(phi1, 0.3):.4f}")
for (a, b), value in p_helicity.items():
    print(f"probability of helicities ({a:+d},{b:+d}): {value:.4f}")
print("entanglement test |E(0,0)+E(45 deg,45 deg)| (dimensionless):")
print(f"  positronium: {witness_ps:.4f}")
print(f"  random perpendicular mixture: {witness_mix:.4f}")
print(f"  largest of {len(product_values)} random product states: {product_maximum:.4f}")
print("verified")
```

Output:

```
electron mass: 9.109384e-31 kg
photon energy (leading order): 510.999 keV
photon energy (leading order): 8.18711e-14 J
photon wavenumber: 2.58961e+12 1/m
photon wavelength: 2.4263 pm
|T| singlet, e1=x, e2=y: 1.4142 (dimensionless)
|T| singlet, e1=x, e2=x: 0.0000 (dimensionless)
|T| triplet m=0, e1=e2=x, one ordering: 0.7071 (dimensionless)
|T| triplet m=0, e1=e2=x, both orderings: 0.0000 (dimensionless)
relative-momentum check at p = 0.5 m c:
  averaged |T|, e1=x, e2=y: 1.3611 (dimensionless)
  averaged |T|, e1=x, e2=x: 0.0000 (dimensionless)
analyzer 1 angle: 20 degrees
joint passing probabilities (dimensionless):
angle 2 (deg) | positronium | independent | parallel state | random perp. mixture
   20 | 0.0000 | 0.2500 | 0.5000 | 0.1250
   50 | 0.1250 | 0.2500 | 0.3750 | 0.1875
   65 | 0.2500 | 0.2500 | 0.2500 | 0.2500
  110 | 0.5000 | 0.2500 | 0.0000 | 0.3750
single-photon passing probability: 0.5000
probability of helicities (+1,+1): 0.5000
probability of helicities (+1,-1): 0.0000
probability of helicities (-1,+1): 0.0000
probability of helicities (-1,-1): 0.5000
entanglement test |E(0,0)+E(45 deg,45 deg)| (dimensionless):
  positronium: 2.0000
  random perpendicular mixture: 1.0000
  largest of 20000 random product states: 0.9996
verified
```
